**Stress ripple of a periodic misfit dislocation array**

An infinite array of edge dislocations with spacing p, in an infinite isotropic medium, produces a uniform stress of magnitude σ0 = Gb/[(1−ν)p] and a nonuniform stress that decays with distance z from the interface. Here G is the shear modulus, ν the Poisson ratio and b the Burgers vector, which lies in the interface. At large depth each nonuniform stress decays as exp(−Kz), with K = 2π/p, multiplied by a factor linear in z. The program asserts that the displacement field of one dislocation gives equilibrium and the right Burgers vector, and that Fourier coefficients of directly summed single-dislocation stresses agree with the derived series. It also solves the interface conditions symbolically and extracts the decay rate from the direct sum by linear prediction. For p = 20 nm, the output shows σ0 = 1333 MPa and a σxx ripple that falls to one percent of σ0 at 19.1 nm. It also shows that the ripple rises from 65.3 MPa at z = p/π to 86.5 MPa at 8.20 nm before its final decay. Displacing every second line by p/10 introduces a harmonic of period 2p, which at 30 nm reaches 5.08 MPa, against 0.80 MPa for the first harmonic of the regular array.

## Numerical verification

```python
"""Stress of an infinite periodic array of edge misfit dislocations.

Result under test (K = 2 pi/p, s0 = G b/((1-nu) p), z not zero):
  sxx = -s0 sgn(z) [1 + sum_m (2 - m K|z|) exp(-m K|z|) cos(m K x)]
  szz = -s0 K z sum_m m exp(-m K|z|) cos(m K x)
  sxz =  s0 sum_m (1 - m K|z|) exp(-m K|z|) sin(m K x)
Lines run along y at x = n p, z = 0; Burgers vector b along x; z is the
interface normal; G shear modulus, nu Poisson ratio; plane strain.
The independent side is a direct sum of single-dislocation stresses.
Lengths are in nm and stresses in MPa unless a label says otherwise.
"""
import numpy as np
import sympy as sp
from scipy.optimize import brentq, minimize_scalar

# Model parameters
G_GPa, nu, b, misfit = 50.0, 0.25, 0.4, 0.02
G = 1000.0 * G_GPa
p = b / misfit
K = 2 * np.pi / p
s0 = G * b / ((1 - nu) * p)

# One dislocation: displacement field, Hooke's law, equilibrium, Burgers vector
x, z = sp.symbols("x z", real=True)
Gs, ns, bs = sp.symbols("G nu b", positive=True)
r2 = x**2 + z**2
ux = bs / (2 * sp.pi) * (sp.atan2(z, x) + x * z / (2 * (1 - ns) * r2))
uz = -bs / (2 * sp.pi) * ((1 - 2 * ns) / (4 * (1 - ns)) * sp.log(r2)
                          + (x**2 - z**2) / (4 * (1 - ns) * r2))
exx, ezz = sp.diff(ux, x), sp.diff(uz, z)
lam = 2 * Gs * ns / (1 - 2 * ns)
single = [sp.factor(sp.simplify(e)) for e in (
    lam * (exx + ezz) + 2 * Gs * exx,
    lam * (exx + ezz) + 2 * Gs * ezz,
    Gs * (sp.diff(ux, z) + sp.diff(uz, x)))]
assert sp.simplify(sp.diff(single[0], x) + sp.diff(single[2], z)) == 0
assert sp.simplify(sp.diff(single[2], x) + sp.diff(single[1], z)) == 0
values = {Gs: G, ns: nu, bs: b}
u_num = sp.lambdify((x, z), [ux.subs(values), uz.subs(values)], "numpy")
for position, expected in ((-1.0, b), (1.0, 0.0)):
    above, below = u_num(position, 1e-10), u_num(position, -1e-10)
    assert abs(above[0] - below[0] - expected) < 1e-8
    assert abs(above[1] - below[1]) < 1e-8
single_num = [sp.lambdify((x, z), e.subs(values), "numpy") for e in single]

# Interface conditions for one harmonic, solved symbolically
k, ps = sp.symbols("k p", positive=True)
A1, B1, A2, B2 = sp.symbols("A1 B1 A2 B2")


def interface_values(f):
    """Amplitudes at z = 0 of szz, sxz, exx and d2(uz)/dx2."""
    sxx_a, szz_a, sxz_a = sp.diff(f, z, 2), -k**2 * f, k * sp.diff(f, z)
    exx_a = ((1 - ns) * sxx_a - ns * szz_a) / (2 * Gs)
    curvature = k * sxz_a / Gs - sp.diff(exx_a, z)
    return [e.subs(z, 0) for e in (szz_a, sxz_a, exx_a, curvature)]


upper = interface_values((A1 + B1 * z) * sp.exp(-k * z))
lower = interface_values((A2 + B2 * z) * sp.exp(k * z))
jumps = [0, 0, -2 * bs / ps, 0]
solutions = sp.solve([u - l - j for u, l, j in zip(upper, lower, jumps)],
                     [A1, B1, A2, B2], dict=True)
assert len(solutions) == 1
sol = solutions[0]
B_expected = Gs * bs / ((1 - ns) * ps * k)
assert sp.simplify(sol[A1]) == 0 and sp.simplify(sol[A2]) == 0
assert sp.simplify(sol[B1] - B_expected) == 0
assert sp.simplify(sol[B2] - B_expected) == 0


def direct_sum(xs, depth, period):
    """Symmetric sums over 2N+1 lines, extrapolated in 1/(N+1/2)."""
    sums, weights = [], []
    for N in (1000, 2000):
        dx = xs[:, None] - period * np.arange(-N, N + 1)[None, :]
        sums.append(np.array([s(dx, depth).sum(axis=1) for s in single_num]))
        weights.append(N + 0.5)
    return ((weights[1] * sums[1] - weights[0] * sums[0])
            / (weights[1] - weights[0]))


n_x = 120
grid = np.arange(n_x) * p / n_x

# Fourier coefficients of the direct sum against the derived ones
worst = 0.0
for depth in (-0.3 * p, 0.2 * p, 0.7 * p):
    coeff = np.fft.fft(direct_sum(grid, depth, p), axis=1) / n_x
    sign = np.sign(depth)
    errors = [coeff[0, 0].real + sign * s0, coeff[1, 0].real, coeff[2, 0].real]
    for m in (1, 2, 3):
        Zm = m * K * abs(depth)
        decay = np.exp(-Zm)
        errors += [2 * coeff[0, m].real + s0 * sign * (2 - Zm) * decay,
                   2 * coeff[1, m].real + s0 * sign * Zm * decay,
                   -2 * coeff[2, m].imag - s0 * (1 - Zm) * decay]
        errors += [coeff[0, m].imag, coeff[1, m].imag, coeff[2, m].real]
    worst = max(worst, np.max(np.abs(errors)) / s0)
assert worst < 1e-7

# Decay rate by linear prediction: a double root r = exp(-rate*step)
step = 0.2 * p
a = [2 * np.fft.fft(direct_sum(grid, 0.5 * p + j * step, p)[0])[1].real / n_x
     for j in range(4)]
s_pred, t_pred = np.linalg.solve([[a[1], -a[0]], [a[2], -a[1]]], [a[2], a[3]])
rate = -np.log(t_pred) / (2 * step)
assert abs(rate / K - 1) < 1e-4
assert abs(s_pred**2 / (4 * t_pred) - 1) < 1e-4


def peak_xx(Z):
    """Largest nonuniform |sxx|/s0 for Z = K|z| >= 2."""
    q = np.exp(-Z)
    return q * (Z / (1 - q)**2 - 2 / (1 - q))


def peak_zz(Z):
    """Largest |szz|/s0."""
    q = np.exp(-Z)
    return Z * q / (1 - q)**2


def direct_peaks(depth):
    """Largest nonuniform |sxx|, |szz|, |sxz| on the x grid, and where."""
    field = direct_sum(grid, depth, p)
    ripple = np.abs(field - field.mean(axis=1, keepdims=True))
    return ripple.max(axis=1), ripple.argmax(axis=1)


rows = []
for ratio in (0.35, 0.5, 1.0, 1.5, 2.0):
    Z = 2 * np.pi * ratio
    peaks, where = direct_peaks(ratio * p)
    assert where[0] == 0 and where[1] == 0
    # absolute error of the extrapolated sum limits the deepest row
    assert abs(peaks[0] / s0 - peak_xx(Z)) < 1e-8 + 1e-6 * peak_xx(Z)
    assert abs(peaks[1] / s0 - peak_zz(Z)) < 1e-8 + 1e-6 * peak_zz(Z)
    rows.append((ratio, Z, peaks))
shallow_peaks, shallow_where = direct_peaks(0.1 * p)
assert shallow_where[1] == 0
assert abs(shallow_peaks[1] / s0 - peak_zz(0.2 * np.pi)) < 1e-6

# Rise of the sxx ripple just beyond z = p/pi, then final decay
top = minimize_scalar(lambda Z: -peak_xx(Z), bounds=(2, 5), method="bounded",
                      options={"xatol": 1e-9})
Z_top = top.x
ripple_node = direct_peaks(p / np.pi)[0][0]
ripple_top = direct_peaks(Z_top / K)[0][0]
assert ripple_top > 1.05 * ripple_node
assert ripple_top > direct_peaks(1.2 * Z_top / K)[0][0]

# Depth at which the sxx ripple is one percent of s0
Z_one = brentq(lambda Z: peak_xx(Z) - 0.01, 4, 10)
assert abs(direct_peaks(Z_one / K)[0][0] / s0 - 0.01) < 1e-7
mean_rate = np.log(rows[2][2][0] / rows[4][2][0]) / p
assert mean_rate < K

# Coherency stress for misfit shared equally, against the mean of the sum
coherency = 2 * G / (1 - nu) * misfit / 2
mean_array = direct_sum(grid, 0.5 * p, p)[0].mean()
assert abs(coherency + mean_array) < 1e-6 * s0

# Every second dislocation displaced by d: period 2p
d, z_pair = 0.1 * p, 1.5 * p
grid2 = np.arange(n_x) * 2 * p / n_x
pair = (direct_sum(grid2, z_pair, 2 * p)[0]
        + direct_sum(grid2 - p - d, z_pair, 2 * p)[0])
sub_direct = 2 * abs(np.fft.fft(pair)[1]) / n_x
Zh = np.pi * z_pair / p
sub_formula = s0 * abs(2 - Zh) * np.exp(-Zh) * np.sin(np.pi * d / (2 * p))
assert abs(sub_direct / sub_formula - 1) < 1e-4
regular = s0 * abs(2 - 2 * Zh) * np.exp(-2 * Zh)
assert sub_direct > regular

print(f"shear modulus G = {G_GPa:.1f} GPa")
print(f"Poisson ratio nu = {nu:.2f}")
print(f"Burgers vector b = {b:.2f} nm")
print(f"misfit = {misfit:.3f}")
print(f"period p = {p:.2f} nm")
print(f"K = 2 pi/p = {K:.5f} 1/nm")
print(f"decay length p/(2 pi) = {1 / K:.4f} nm")
print(f"uniform stress s0 = {s0:.2f} MPa")
print(f"mean sxx of direct sum, z = p/2: {mean_array:.2f} MPa")
print(f"coherency stress, z > 0: {coherency:.2f} MPa")
print(f"worst Fourier coefficient error / s0 = {worst:.1e}")
print(f"decay rate from direct sum = {rate:.5f} 1/nm")
print("peak nonuniform stresses from the direct sum:")
for ratio, Z, peaks in rows:
    print(f"z/p = {ratio:.2f}: z = {ratio * p:.1f} nm, K z = {Z:.4f}, "
          f"exp(-K z) = {np.exp(-Z):.4e}")
    print(f"  sxx {peaks[0]:.4f}, szz {peaks[1]:.4f}, "
          f"sxz {peaks[2]:.4f} MPa")
    print(f"  sxx/(s0 exp(-K z)) = {peaks[0] / s0 / np.exp(-Z):.4f}, "
          f"K z - 2 = {Z - 2:.4f}")
print(f"depth p/pi = {p / np.pi:.3f} nm")
print(f"sxx ripple at p/pi = {ripple_node:.2f} MPa")
print(f"depth of later ripple maximum = {Z_top / K:.3f} nm")
print(f"sxx ripple at that maximum = {ripple_top:.2f} MPa")
print(f"one-percent depth = {Z_one / K:.3f} nm")
print(f"one-percent depth / p = {Z_one / K / p:.4f}")
print(f"mean log rate of sxx ripple, p to 2p = {mean_rate:.5f} 1/nm")
print(f"that rate / K = {mean_rate / K:.4f}")
print(f"displacement of every second line d = {d:.2f} nm")
print(f"depth for displaced array = {z_pair:.1f} nm")
print(f"period-2p harmonic of sxx, direct = {sub_direct:.4f} MPa")
print(f"period-2p harmonic of sxx, formula = {sub_formula:.4f} MPa")
print(f"first harmonic of regular array there = {regular:.4f} MPa")
print("no test failed")
```

Printed output:

```
shear modulus G = 50.0 GPa
Poisson ratio nu = 0.25
Burgers vector b = 0.40 nm
misfit = 0.020
period p = 20.00 nm
K = 2 pi/p = 0.31416 1/nm
decay length p/(2 pi) = 3.1831 nm
uniform stress s0 = 1333.33 MPa
mean sxx of direct sum, z = p/2: -1333.33 MPa
coherency stress, z > 0: 1333.33 MPa
worst Fourier coefficient error / s0 = 1.6e-10
decay rate from direct sum = 0.31416 1/nm
peak nonuniform stresses from the direct sum:
z/p = 0.35: z = 7.0 nm, K z = 2.1991, exp(-K z) = 1.1090e-01
  sxx 78.7358, szz 411.3611, sxz 200.2653 MPa
  sxx/(s0 exp(-K z)) = 0.5325, K z - 2 = 0.1991
z/p = 0.50: z = 10.0 nm, K z = 3.1416, exp(-K z) = 4.3214e-02
  sxx 77.2927, szz 197.7345, sxz 125.2778 MPa
  sxx/(s0 exp(-K z)) = 1.3415, K z - 2 = 1.1416
z/p = 1.00: z = 20.0 nm, K z = 6.2832, exp(-K z) = 1.8674e-03
  sxx 10.7141, szz 15.7032, sxz 13.1546 MPa
  sxx/(s0 exp(-K z)) = 4.3030, K z - 2 = 4.2832
z/p = 1.50: z = 30.0 nm, K z = 9.4248, exp(-K z) = 8.0700e-05
  sxx 0.7990, szz 1.0143, sxz 0.9065 MPa
  sxx/(s0 exp(-K z)) = 7.4261, K z - 2 = 7.4248
z/p = 2.00: z = 40.0 nm, K z = 12.5664, exp(-K z) = 3.4873e-06
  sxx 0.0491, szz 0.0584, sxz 0.0538 MPa
  sxx/(s0 exp(-K z)) = 10.5666, K z - 2 = 10.5664
depth p/pi = 6.366 nm
sxx ripple at p/pi = 65.33 MPa
depth of later ripple maximum = 8.199 nm
sxx ripple at that maximum = 86.53 MPa
one-percent depth = 19.089 nm
one-percent depth / p = 0.9544
mean log rate of sxx ripple, p to 2p = 0.26924 1/nm
that rate / K = 0.8570
displacement of every second line d = 2.00 nm
depth for displaced array = 30.0 nm
period-2p harmonic of sxx, direct = 5.0823 MPa
period-2p harmonic of sxx, formula = 5.0823 MPa
first harmonic of regular array there = 0.7989 MPa
no test failed
```
